# The Magnetic Hyperfine Constant of a Dirac Orbital: a program that tests the result

```python
"""Magnetic dipole hyperfine constant of a Dirac orbital.

Result under test (Hartree atomic units, electron charge -1):
    A = g_I * kappa / (c * m_p * j*(j+1)) * integral of P*Q/r^2 dr
for psi = (1/r) (P Omega_kappa, i Q Omega_-kappa), where
  P, Q    large and small radial functions, integral of P^2 + Q^2 is 1
  kappa   Dirac angular quantum number, j = |kappa| - 1/2
  g_I     nuclear g factor (moment = g_I * nuclear magneton * I)
  m_p     proton mass in electron masses, c speed of light
The effective interaction is A I.J; the nucleus is a fixed point dipole.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import (eval_genlaguerre, gammainc, gammaln, lpmv,
                           roots_genlaguerre)
from sympy.physics.hydrogen import R_nl
from sympy.physics.wigner import clebsch_gordan

C = const.value('inverse fine-structure constant')
M_P = const.value('proton-electron mass ratio')
G_P = const.value('proton g factor')
MHZ = const.value('hartree-hertz relationship') * 1e-6

# ---------- sphere grid, Pauli matrices and spinor harmonics ----------
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(10)
phi_nodes = 2 * np.pi * np.arange(16) / 16
cos_t = np.repeat(cos_nodes, 16)
phi = np.tile(phi_nodes, 10)
sphere_w = np.repeat(cos_weights, 16) * 2 * np.pi / 16
sin_t = np.sqrt(1 - cos_t**2)
rhat = np.array([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t])
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
levi = np.array([[[(a - b) * (b - d) * (d - a) / 2 for d in range(3)]
                  for b in range(3)] for a in range(3)])


def harmonic(l, m):
    """Spherical harmonic with the Condon-Shortley phase."""
    k = abs(m)
    norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                     * math.factorial(l - k) / math.factorial(l + k))
    y = norm * lpmv(k, l, cos_t) * np.exp(1j * k * phi)
    return y if m >= 0 else (-1)**k * y.conj()


def multiplet(kappa):
    """Omega_{kappa,m} on the grid, m = j ... -j: [m, spin, point]."""
    l = kappa if kappa > 0 else -kappa - 1
    twoj = 2 * abs(kappa) - 1
    out = np.zeros((twoj + 1, 2, len(phi)), complex)
    for row, twom in enumerate(range(twoj, -twoj - 1, -2)):
        for spin, twos in enumerate((1, -1)):
            ml = (twom - twos) // 2
            if abs(ml) <= l:
                cg = clebsch_gordan(l, sp.Rational(1, 2),
                                    sp.Rational(twoj, 2), ml,
                                    sp.Rational(twos, 2),
                                    sp.Rational(twom, 2))
                out[row, spin] = float(cg) * harmonic(l, ml)
    return out


def spin_matrices(twoj):
    """Angular momentum matrices x, y, z in the order m = j ... -j."""
    j = twoj / 2
    m = j - np.arange(twoj + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(raising + raising.T) / 2,
                     (raising - raising.T) / 2j, np.diag(m)])


sigma_r = np.einsum('ast,ap->stp', pauli, rhat)
sigma_all = pauli[..., None] * np.ones(len(phi))
r_sigma_r = np.einsum('ap,stp->astp', rhat, sigma_r)
r_cross_sigma = np.einsum('abd,bp,dst->astp', levi, rhat, pauli)

# Pauli identity at every grid direction
product = np.einsum('astp,tup->asup', r_cross_sigma, sigma_r)
assert np.allclose(product, 1j * (r_sigma_r - sigma_all), atol=1e-12)


def angular(left, operator, right):
    return np.einsum('msp,astp,ntp,p->amn', left.conj(), operator, right,
                     sphere_w, optimize=True)


for kappa in (-3, -2, -1, 1, 2, 3):
    up, down = multiplet(kappa), multiplet(-kappa)
    j = abs(kappa) - 0.5
    unit = spin_matrices(2 * abs(kappa) - 1) / (j * (j + 1))
    assert np.allclose(np.einsum('stp,mtp->msp', sigma_r, up), -down,
                       atol=1e-12)
    assert np.allclose(angular(up, sigma_all, up), (0.5 - kappa) * unit,
                       atol=1e-11)
    assert np.allclose(angular(up, r_sigma_r, up), 0.5 * unit, atol=1e-11)
    assert np.allclose(angular(up, r_cross_sigma, down),
                       -1j * kappa * unit, atol=1e-11)


# ---------- radial Dirac equation in a Laguerre basis ----------
def dirac_state(n, kappa, Z, c, size=16):
    """Diagonalize the point Coulomb problem.

    Returns the integral of PQ/r^2 and r, weights, P, Q on the nodes.
    The common factor x^gamma exp(-x/2) of P and Q sits in the weights.
    """
    gamma = math.sqrt(kappa**2 - (Z / c)**2)
    decay = 1.1 * Z / n
    x, w = roots_genlaguerre(size + 4, 2 * gamma - 2)
    r = x / (2 * decay)
    weight = w * x**2 / (2 * decay)
    f, df = [], []
    for i in range(size):
        norm = math.sqrt(2 * decay) * math.exp(
            0.5 * (gammaln(i + 1) - gammaln(i + 2 * gamma + 1)))
        value = norm * eval_genlaguerre(i, 2 * gamma, x)
        slope = np.zeros_like(x)
        if i > 0:
            slope = -norm * eval_genlaguerre(i - 1, 2 * gamma + 1, x)
        f.append(value)
        df.append(2 * decay * ((gamma / x - 0.5) * value + slope))
    f, df = np.array(f), np.array(df)
    assert np.allclose((f * weight) @ f.T, np.eye(size), atol=1e-9)
    potential = -Z * (f * weight / r) @ f.T
    coupling = c * (f * weight) @ (df + kappa * f / r).T
    ham = np.block([[potential, coupling.T],
                    [coupling, potential - 2 * c**2 * np.eye(size)]])
    energies, vectors = np.linalg.eigh(ham)
    ratio = Z / c / (n - abs(kappa) + gamma)
    sommerfeld = c**2 * (1 / math.sqrt(1 + ratio**2) - 1)
    pick = np.argmin(abs(energies - sommerfeld))
    assert abs(energies[pick] / sommerfeld - 1) < 1e-6
    P, Q = vectors[:size, pick] @ f, vectors[size:, pick] @ f
    return np.sum(weight * P * Q / r**2), r, weight, P, Q


def hyperfine_constant(kappa, integral, g, c=C):
    j = abs(kappa) - 0.5
    return g * kappa / (c * M_P * j * (j + 1)) * integral


# ---------- full four-component matrix elements and F levels ----------
alpha = np.zeros((3, 4, 4), complex)
alpha[:, :2, 2:] = pauli
alpha[:, 2:, :2] = pauli
nuclear = spin_matrices(3)
for n, kappa in ((1, -1), (2, 1), (2, -2), (3, 2)):
    integral, r, weight, P, Q = dirac_state(n, kappa, 80, C)
    up, down = multiplet(kappa), multiplet(-kappa)
    psi = np.concatenate(
        [up[:, :, None, :] * (P / r)[:, None],
         1j * down[:, :, None, :] * (Q / r)[:, None]], axis=1)
    volume = (weight * r**2)[:, None] * sphere_w
    ham = 0
    for axis in range(3):
        direction = np.zeros(3)
        direction[axis] = 1 / (2 * M_P)
        vecpot = np.cross(direction, rhat.T).T[:, None, :] \
            / (C**2 * r[:, None]**2)
        electron = 0
        for b in range(3):
            electron = electron + C * np.einsum(
                'mirp,ij,njrp,rp->mn', psi.conj(), alpha[b], psi,
                volume * vecpot[b], optimize=True)
        ham = ham + np.kron(electron, nuclear[axis])
    A = hyperfine_constant(kappa, integral, 1.0)
    j, spin = abs(kappa) - 0.5, 1.5
    levels = []
    F = abs(j - spin)
    while F <= j + spin:
        shift = A / 2 * (F * (F + 1) - spin * (spin + 1) - j * (j + 1))
        levels += [shift] * int(round(2 * F + 1))
        F += 1
    assert np.allclose(np.linalg.eigvalsh(ham), sorted(levels),
                       rtol=0, atol=1e-9 * abs(A))


# ---------- nonrelativistic limit and closed Coulomb form ----------
def limit_integral(n, kappa, Z, c):
    """Leading large-c form of the integral of PQ/r^2; also its input."""
    l = kappa if kappa > 0 else -kappa - 1
    s = sp.symbols('s', positive=True)
    radial = R_nl(n, l, s, 1)
    if l == 0:
        slope_squared = float(radial.subs(s, 0)**2) * Z**3
        return -slope_squared / (4 * c), slope_squared
    density = sp.expand(sp.simplify(radial**2 / s))
    inverse_cube = float(sp.integrate(density, (s, 0, sp.oo))) * Z**3
    return (1 + kappa) * inverse_cube / (2 * c), inverse_cube


states = (('1s1/2', 1, -1), ('2s1/2', 2, -1),
          ('2p1/2', 2, 1), ('2p3/2', 2, -2))
for label, n, kappa in states:
    slow = dirac_state(n, kappa, 1, 10 * C)[0]
    assert abs(slow / limit_integral(n, kappa, 1, 10 * C)[0] - 1) < 1e-5

for n in (1, 2, 3):
    gamma = math.sqrt(n**2 - (80 / C)**2)
    closed = -80**3 / (C * n**3 * gamma * (2 * gamma - 1))
    assert abs(dirac_state(n, -n, 80, C)[0] / closed - 1) < 1e-7

# Fermi contact value from SI constants (electron g factor set to 2)
bohr = const.value('Bohr radius')
contact = (2 / 3 * const.mu_0 * 2 * const.value('Bohr magneton') * G_P
           * const.value('nuclear magneton') / (math.pi * bohr**3)
           / const.h * 1e-6)
contact_au = hyperfine_constant(-1, limit_integral(1, -1, 1, C)[0], G_P)
assert abs(contact / (contact_au * MHZ) - 1) < 1e-7

# ---------- worked example ----------
print(f'speed of light c = {C:.6f} a.u.')
print(f'proton mass = {M_P:.5f} electron masses')
print(f'proton g factor = {G_P:.7f}')
print('Hydrogen, fixed point proton, Z = 1')
for label, n, kappa in states:
    j = abs(kappa) - 0.5
    integral = dirac_state(n, kappa, 1, C)[0]
    limit, source = limit_integral(n, kappa, 1, C)
    A = hyperfine_constant(kappa, integral, G_P)
    A_limit = hyperfine_constant(kappa, limit, G_P)
    name = "P'(0)^2" if label[1] == 's' else '<r^-3>'
    print(f'{label}: kappa/(j(j+1)) = {kappa / (j * (j + 1)):.6f}')
    print(f'{label}: nonrelativistic {name} = {source:.6f} a.u.')
    print(f'{label}: integral PQ/r^2 = {integral:.6e} a.u.')
    print(f'{label}: A = {A * MHZ:.4f} MHz')
    print(f'{label}: nonrelativistic A = {A_limit * MHZ:.4f} MHz')
    if label == '1s1/2':
        print(f'1s1/2: A = {A:.6e} hartree')
        print(f'1s1/2: F=1 shift = {A * MHZ / 4:.4f} MHz')
        print(f'1s1/2: F=0 shift = {-3 * A * MHZ / 4:.4f} MHz')
print(f'1s contact value from SI constants = {contact:.4f} MHz')

print('Model one-electron ion, point nucleus, Z = 80, g_I = 1')
enhancement = {}
for label, n, kappa in states:
    integral = dirac_state(n, kappa, 80, C)[0]
    enhancement[label] = integral / limit_integral(n, kappa, 80, C)[0]
    A = hyperfine_constant(kappa, integral, 1.0)
    print(f'{label}: integral PQ/r^2 = {integral:.4f} a.u.')
    print(f'{label}: A = {A:.6e} hartree')
    print(f'{label}: A / nonrelativistic A = {enhancement[label]:.5f}')
assert min(enhancement[k] for k in ('1s1/2', '2s1/2', '2p1/2')) \
    > enhancement['2p3/2'] > 1

gamma = math.sqrt(1 - (80 / C)**2)
radius_fm = 7.0
radius = radius_fm * 1e-15 / bohr
inside = gammainc(2 * gamma - 1, 160 * radius)
power = (2 * gamma - 2, 0)
inner = quad(lambda s: math.exp(-160 * s), 0, radius,
             weight='alg', wvar=power)[0]
outer = quad(lambda s: s**power[0] * math.exp(-160 * s), radius, 0.02,
             limit=200)[0]
outer += quad(lambda s: s**power[0] * math.exp(-160 * s), 0.02, 0.4,
              limit=200)[0]
assert abs(inner / (inner + outer) / inside - 1) < 1e-6
print(f'gamma for |kappa| = 1, Z = 80: {gamma:.6f}')
print(f'largest Z for convergence, |kappa| = 1: {C * 3**0.5 / 2:.2f}')
print(f'chosen radius = {radius_fm:.1f} fm')
print(f'share of 1s integral inside it, Dirac = {inside:.5f}')
print(f'same share, nonrelativistic = {-math.expm1(-160 * radius):.5f}')
print('all good')
```

It prints:

```
speed of light c = 137.035999 a.u.
proton mass = 1836.15267 electron masses
proton g factor = 5.5856947
Hydrogen, fixed point proton, Z = 1
1s1/2: kappa/(j(j+1)) = -1.333333
1s1/2: nonrelativistic P'(0)^2 = 4.000000 a.u.
1s1/2: integral PQ/r^2 = -7.297935e-03 a.u.
1s1/2: A = 1421.2731 MHz
1s1/2: nonrelativistic A = 1421.1595 MHz
1s1/2: A = 2.160093e-07 hartree
1s1/2: F=1 shift = 355.3183 MHz
1s1/2: F=0 shift = -1065.9548 MHz
2s1/2: kappa/(j(j+1)) = -1.333333
2s1/2: nonrelativistic P'(0)^2 = 0.500000 a.u.
2s1/2: integral PQ/r^2 = -9.122723e-04 a.u.
2s1/2: A = 177.6650 MHz
2s1/2: nonrelativistic A = 177.6449 MHz
2p1/2: kappa/(j(j+1)) = 1.333333
2p1/2: nonrelativistic <r^-3> = 0.041667 a.u.
2p1/2: integral PQ/r^2 = 3.040881e-04 a.u.
2p1/2: A = 59.2212 MHz
2p1/2: nonrelativistic A = 59.2150 MHz
2p3/2: kappa/(j(j+1)) = -0.533333
2p3/2: nonrelativistic <r^-3> = 0.041667 a.u.
2p3/2: integral PQ/r^2 = -1.520305e-04 a.u.
2p3/2: A = 11.8432 MHz
2p3/2: nonrelativistic A = 11.8430 MHz
1s contact value from SI constants = 1421.1595 MHz
Model one-electron ion, point nucleus, Z = 80, g_I = 1
1s1/2: integral PQ/r^2 = -7376.9330 a.u.
1s1/2: A = 3.909049e-02 hartree
1s1/2: A / nonrelativistic A = 1.97442
2s1/2: integral PQ/r^2 = -1183.4124 a.u.
2s1/2: A = 6.270922e-03 hartree
2s1/2: A / nonrelativistic A = 2.53391
2p1/2: integral PQ/r^2 = 368.2866 a.u.
2p1/2: A = 1.951557e-03 hartree
2p1/2: A / nonrelativistic A = 2.36571
2p3/2: integral PQ/r^2 = -86.3994 a.u.
2p3/2: A = 1.831328e-04 hartree
2p3/2: A / nonrelativistic A = 1.10998
gamma for |kappa| = 1, Z = 80: 0.811906
largest Z for convergence, |kappa| = 1: 118.68
chosen radius = 7.0 fm
share of 1s integral inside it, Dirac = 0.09988
same share, nonrelativistic = 0.02094
all good
```
